\section*{Image-dipole attraction of a hydrogen atom to a conducting wall}

\section{Problem}

A hydrogen atom in its 1s state is held with its proton at height $z$ above the plane surface of an ideal conductor. The surface charge follows the motion of the electron without delay, light travel time is neglected, and the electrons of the conductor do not overlap the atom. For $z$ large compared with the Bohr radius the energy shift has the form
\begin{equation}
U(z)=-\frac{C_3}{z^3}.
\end{equation}
Find $C_3$ from the interaction of the atom with its instantaneous image dipole. Then estimate the attraction of a hydrogen atom to an aluminium chamber wall at a height of $0.5$ nm, and judge how far the ideal model can be trusted there.

Hartree atomic units are used ($\hbar=m=e=1$, with Coulomb energy $qq'/r$) except where other units are written. The conductor fills the half-space below the plane. The electron has position $\mathbf r=(x,y,s)$ relative to the proton, with $s$ along the outward normal, and $\rho^2=x^2+y^2$. The shift $U(z)$ is the attractive tail of the physisorption potential. The depth of the physisorption well also depends on the short-range repulsion, which is not part of this model.

\section{A tempting solution}

The atom has the instantaneous dipole $\mathbf d=-\mathbf r$. The proton has an image of charge $-1$ at depth $z$, and the electron has an image of charge $+1$ at depth $z+s$, displaced by the same $x$ and $y$. The image dipole is therefore
\begin{equation}
\mathbf d'=(x,y,-s)=(-d_x,-d_y,d_z).
\end{equation}
The two dipoles are a distance $R=2z$ apart along the normal, so their interaction energy is
\begin{align}
W&=\frac{\mathbf d\cdot\mathbf d'-3d_zd_z'}{R^3}
=\frac{-d_x^2-d_y^2+d_z^2-3d_z^2}{8z^3}\nonumber\\
&=-\frac{d_x^2+d_y^2+2d_z^2}{8z^3}.
\end{align}
In the 1s state each squared component averages to $\langle r^2\rangle/3=1$. The average of $W$ is then $-4/(8z^3)$, which gives $C_3=1/2$.

\section{Where it fails}

The image dipole and the 1s averages are correct. The fault is the use of $W$ as the potential energy of the atom. $W$ is the energy of two independent dipoles, whereas the image moves whenever the atom moves.

The force shows the difference. Write $A=d_x^2+d_y^2+2d_z^2$, so that $W=-A/R^3$. The force on the atom at a given moment is found by moving the atom while the image stays where it is:
\begin{equation}
F=-\frac{dW}{dR}=-\frac{3A}{R^4}=-\frac{3A}{16z^4}.
\end{equation}
If $W$ were the potential energy, the force would be $-dW/dz=-3A/(8z^4)$, twice too large, because $R$ changes by $2\,dz$ when the atom moves by $dz$. The correct energy is obtained from the work done in bringing the atom, with $\mathbf d$ held fixed, from infinity:
\begin{equation}
V_2=\int_z^\infty F(h)\,dh=-\frac{3A}{16}\cdot\frac{1}{3z^3}
=-\frac{d_x^2+d_y^2+2d_z^2}{16z^3}.
\label{eq:dipole}
\end{equation}
This is $W/2$.

\section{Correct solution}

\subsection{The potential energy of the electron}

Quantum mechanics needs a potential energy that gives the right force for every displacement of the electron, not merely for a rigid displacement of the atom. With
\begin{equation}
D=\sqrt{\rho^2+(2z+s)^2},
\end{equation}
that function is
\begin{equation}
V=-\frac{1}{4z}-\frac{1}{4(z+s)}+\frac1D .
\label{eq:full}
\end{equation}
To verify it, differentiate with respect to the electron coordinates. The normal force on the electron is
\begin{equation}
-\frac{\partial V}{\partial s}=-\frac{1}{4(z+s)^2}+\frac{2z+s}{D^3}.
\end{equation}
The first term is the attraction to the electron's own image at distance $2(z+s)$. The second is the repulsion from the negative image of the proton at distance $D$. The parallel force $-\partial V/\partial x=x/D^3$ is also that of the proton's image. When the whole atom moves,
\begin{equation}
-\frac{\partial V}{\partial z}=-\frac1{4z^2}-\frac1{4(z+s)^2}+\frac{2(2z+s)}{D^3},
\end{equation}
which is the sum of the image forces on both particles. Since $V$ vanishes at infinite height, its additive constant is fixed too.

For $z=10$, $s=0.7$ and $\rho=1.1$ bohr, numerical integration of this last force from infinity gives $-1.233725\times10^{-4}$ Hartree, and Eq.~(\ref{eq:full}) gives the same digits.

\subsection{Expansion at large height}

Since $D^2=4z^2(1+\epsilon)$ with $\epsilon=s/z+(s^2+\rho^2)/(4z^2)$, the series $(1+\epsilon)^{-1/2}=1-\epsilon/2+3\epsilon^2/8-\dots$ gives
\begin{align}
\frac1D&=\frac1{2z}\left[1-\frac{s}{2z}-\frac{s^2+\rho^2}{8z^2}+\frac{3s^2}{8z^2}+\dots\right]\nonumber\\
&=\frac1{2z}-\frac{s}{4z^2}+\frac{2s^2-\rho^2}{16z^3}+\dots
\end{align}
The electron's own image contributes
\begin{equation}
-\frac1{4(z+s)}=-\frac1{4z}+\frac{s}{4z^2}-\frac{s^2}{4z^3}+\dots
\end{equation}
In the sum, the $1/z$ terms cancel because the atom is neutral, and the terms linear in $s$ cancel as well. What remains is
\begin{equation}
V_2=\frac{2s^2-\rho^2-4s^2}{16z^3}=-\frac{\rho^2+2s^2}{16z^3}=-\frac{r^2+s^2}{16z^3},
\end{equation}
in agreement with Eq.~(\ref{eq:dipole}).

\subsection{Average over the 1s state}

The 1s density is $e^{-2r}/\pi$, for which
\begin{equation}
\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=\frac{(n+2)!}{2^{n+1}},\qquad \langle r^2\rangle=3.
\label{eq:moments}
\end{equation}
By spherical symmetry $\langle x^2\rangle=\langle y^2\rangle=\langle s^2\rangle=1$. First-order perturbation theory then gives
\begin{equation}
U=-\frac{\langle r^2\rangle+\langle s^2\rangle}{16z^3}=-\frac{3+1}{16z^3}=-\frac1{4z^3},
\qquad C_3=\frac14 .
\end{equation}
The normal fluctuations contribute $2/16=1/8$, and the two parallel ones together contribute another $1/8$.

The mean dipole of the atom is zero, yet the attraction is not. The image follows the dipole at each instant, so the energy contains $\langle d_i^2\rangle$ and not $\langle d_i\rangle^2$. Replacing the atom by its average charge distribution before forming the image would remove the effect.

\section{Corrections for an ideal conductor}

\subsection{Higher multipoles}

The term $1/D$ is the potential at a point a distance $2z$ from the proton. Its average over a spherical shell of radius $r<2z$ is $1/(2z)$. All higher terms in the average of $V$ therefore come from the electron's own image. Odd powers of $s$ average to zero, which leaves
\begin{equation}
\langle V\rangle\simeq-\frac1{4z}\sum_{k\ge1}\frac{\langle s^{2k}\rangle}{z^{2k}}
=-\frac1{4z^3}\left(1+\frac{4.5}{z^2}+\frac{45}{z^4}+\dots\right).
\end{equation}
Here $\langle s^4\rangle=\langle r^4\rangle/5=22.5/5$ and $\langle s^6\rangle=\langle r^6\rangle/7=315/7$.

The moments grow factorially, so the series is asymptotic. The reason is physical: $-1/[4(z+s)]$ diverges where the electron touches the plane, and the full average of $V$ does not exist there. The model must leave out the density near and behind the plane. The part of a shell of radius $r>z$ lying behind the plane is $(1-z/r)/2$. With $t=r-z$, the probability of finding the electron there is
\begin{equation}
P=2e^{-2z}\int_0^\infty(t^2+zt)e^{-2t}dt=\frac{1+z}{2}\,e^{-2z}.
\end{equation}

Direct quadrature of the full $V$, leaving out radii beyond 18 bohr at $z=20$ and beyond 25 bohr at larger heights, gives $-z^3\langle V\rangle=0.252886$, $0.250708$ and $0.250176$ at $z=20$, $40$ and $80$ bohr. The values approach $1/4$. At $z=20$ the three terms written above give $0.25(1+0.01125+0.00028)=0.25288$.

\subsection{Distortion of the atom}

The images also deform the 1s state. Let $w=r^2+s^2$. Since $s^2=r^2(1+2P_2)/3$, where $P_2$ is the Legendre polynomial of the polar angle,
\begin{equation}
w=\tfrac43r^2+\tfrac23r^2P_2 .
\end{equation}
Write the first-order change of the state as $f\psi_0$ times the perturbation strength $-1/(16z^3)$. Inserting this in the first-order equation and using $\psi_0\propto e^{-r}$ gives
\begin{equation}
\nabla^2f-2\,\partial f/\partial r=2(w-\langle w\rangle).
\end{equation}
For the source $r^2-3$ the solution is $f_0=-r^2-r^3/3$, because $\nabla^2f_0=-6-4r$ and $-2f_0'=4r+2r^2$. For $r^2P_2$ it is $f_2=-(r^2/2+r^3/3)P_2$, because $\nabla^2f_2=-2rP_2$ and $-2\,\partial f_2/\partial r=(2r+2r^2)P_2$. With Eq.~(\ref{eq:moments}) and $\langle P_2^2\rangle=1/5$ over angles,
\begin{align}
\langle(r^2-3)f_0\rangle&=-48.75+16.5=-32.25,\\
\langle r^2P_2f_2\rangle&=-\tfrac15(11.25+26.25)=-7.5 .
\end{align}
The cross terms vanish on angular averaging. The leading second-order energy, from $V_2$ alone, is
\begin{equation}
U^{(2)}=\frac{\frac{16}{9}(-32.25)+\frac49(-7.5)}{256\,z^6}=-\frac{91}{384\,z^6}.
\end{equation}
Diagonalizing the atom with $V_2$ at $z=20$ bohr gives a coefficient of $0.23709$, against $91/384=0.23698$. The distortion therefore leaves $C_3$ unchanged.

\section{A surface that responds at a finite rate}

Real surface charge has its own frequency $\omega_s$. Describe it by independent oscillators, labelled $q$, coupled linearly to the atom:
\begin{equation}
H_s=\sum_q\left[\omega_s b_q^\dagger b_q+G_q(b_q+b_q^\dagger)\right],\qquad G_q=\boldsymbol\gamma_q\cdot\mathbf r .
\end{equation}
For a frozen electron each oscillator shifts to $b_q=-G_q/\omega_s$. The coupling energy is $-2G_q^2/\omega_s$, and the energy stored in the oscillator is $+G_q^2/\omega_s$. The tempting solution counted the first and omitted the second.

The sum $-\sum_qG_q^2/\omega_s$ must equal the static image energy $gV_2$, where $g$ is the image strength and $g=1$ for a metal. For a moving electron, second-order perturbation theory excites the atom by $\omega_n$ and one oscillator by $\omega_s$ together, so the denominator $\omega_s$ becomes $\omega_s+\omega_n$. The squared matrix elements of $x$, $y$ and $s$, summed over each degenerate level, are equal, and the weights $1+1+2$ divided by 16 give
\begin{equation}
C_3=\frac g4\sum_n|s_{n0}|^2\frac{\omega_s}{\omega_s+\omega_n}.
\label{eq:finite}
\end{equation}
When $\omega_s$ is far above the important $\omega_n$, closure gives $\sum_n|s_{n0}|^2=\langle s^2\rangle=1$, and $C_3=1/4$ returns for $g=1$. This is the meaning of an instantaneous image. In the opposite limit of a slow surface, $C_3\to g\omega_s\alpha/8$, where $\alpha=2\sum_n|s_{n0}|^2/\omega_n=4.5$ bohr$^3$ is the polarizability.

The values of $g$ and $\omega_s$ follow from the dielectric function $\varepsilon$. Let a potential $ae^{kh}$ from outside charges meet the surface at $h=0$, with response $be^{-kh}$ outside and total $ce^{kh}$ inside. Continuity of the potential and of the normal displacement requires $a+b=c$ and $a-b=\varepsilon c$, so
\begin{equation}
-\frac ba=\frac{\varepsilon-1}{\varepsilon+1}.
\end{equation}
Its static value is $g$, and its pole at $\varepsilon=-1$ is the surface mode. For a free-electron metal, $\varepsilon=1-\omega_p^2/\omega^2$ gives $\omega_s=\omega_p/\sqrt2$. For an insulator with one electronic oscillator, $\varepsilon=1+(\varepsilon_0-1)/(1-\omega^2/\omega_0^2)$ gives $\omega_s=\omega_0\sqrt{(\varepsilon_0+1)/2}$.

\section{Hydrogen atom at an aluminium wall}

In laboratory units the ideal coefficient is $C_3=1.008$ meV\,nm$^3$. At $z=0.5$ nm, or $9.449$ bohr,
\begin{equation}
U=-\frac{1.008}{0.5^3}\ \text{meV}=-8.06\ \text{meV}.
\end{equation}
For a wall at 300 K, $k_BT=25.85$ meV, so the attraction is $0.31\,k_BT$. The ideal formula would reach $k_BT$ at $(1.008/25.85)^{1/3}=0.339$ nm.

The assumption that fails most clearly is the instantaneous response. Aluminium has a bulk plasmon energy of roughly 15 eV, hence a surface mode at $15/\sqrt2=10.6$ eV. The mean excitation energy of the atom, $2\langle s^2\rangle/\alpha$, is 12.1 eV, so the metal is no faster than the atom. Using this single energy in Eq.~(\ref{eq:finite}) gives a reduction factor of $10.6/(10.6+12.1)=0.47$. The full sum gives about $0.46$ and an energy of about $-3.7$ meV.

An aluminium wall exposed to air carries a native oxide. Treating it as a half-space with rough values for its electronic response alone, $\varepsilon_0=3$ and $\omega_0=13$ eV, gives $g=0.5$, a surface mode near 18 eV and an energy of about $-2.4$ meV, roughly $0.3$ of the ideal value. A thin oxide on metal needs a layered calculation.

The other effects at 0.5 nm are smaller or concern the definition of height:
\begin{itemize}
\item The next multipole adds $4.5/9.449^2=5.0\,\%$ to the ideal energy, and the following terms of the series bring the total to about $5.8\,\%$. The $z^{-6}$ distortion term adds $0.11\,\%$. The higher multipoles in second order, starting at $z^{-8}$, roughly double this to about $0.2\,\%$.
\item The phase of the mean excitation during the light's round trip is $0.061$ rad, so retardation is a small correction. For the ideal conductor it weakens the attraction by a fraction of about $z/(\pi c)$, or $2.2\,\%$ here, which affects the second decimal of $-8.06$ meV. For the free-electron model of aluminium it weakens it by about $0.15\,\%$.
\item For the ideal conductor the height is measured from the image plane. For a real metal the reference plane of the $z^{-3}$ law also depends on the frequency response, and it need not coincide with the static image plane. If the reference plane lies $0.05$ nm closer to the atom, the ideal energy is multiplied by $(0.50/0.45)^3=1.37$.
\item The probability $P$ of finding the electron behind the plane is $3\times10^{-8}$.
\end{itemize}

A contact formula illustrates how the repulsion from the metal's electron tail grows at short distance. In a sphere of radius $L$, a scatterer of length $a\ll L$ at the centre raises the lowest s-wave energy from $\pi^2/(2L^2)$ to $\pi^2/[2(L-a)^2]$, a shift of about $\pi^2a/L^3$. The unperturbed density at the centre is $\pi/(2L^3)$, so the shift is $2\pi an$ for local density $n$. Take $a=3$ bohr and a metal density of 180 nm$^{-3}$ falling as $e^{-2\kappa z}$, with $\kappa=\sqrt{2\Phi}$ and work function $\Phi=4.3$ eV, all rough values. The repulsion is then about $0.3$ meV at 0.5 nm and about 10 meV at 0.339 nm. These values are neither an upper nor a lower bound. The assumed density is too high, because the density at the image plane is only a fraction of the bulk density. The contact formula, in turn, requires $a$ to be small compared with the decay length $1/\kappa\approx1.8$ bohr, and this condition is not met. Moreover, $a=3$ bohr is a spin average of the singlet (about 6 bohr) and triplet (about 1.8 bohr) scattering lengths, both taken at zero energy. Tail electrons have energy $-\Phi$, below the H$^-$ level. There the singlet channel attracts and the triplet channel repels, and the net repulsion is what remains after these two larger terms cancel. The singlet attraction is the beginning of the chemical bond. The values illustrate the steep exponential rise of the overlap effects, but they neither locate a physisorption well nor show that one exists for atomic hydrogen on a clean metal. At 0.339 nm the finite response of the metal alone lowers the attraction to about $0.46\times25.85\approx12$ meV. The distance at which the ideal attraction equals $k_BT$ is therefore not a reliable capture distance.

At a reactive wall site a hydrogen atom can also form a chemical bond, which this model does not contain. The $z^{-3}$ law describes only the distant approach to such a site, not the bond. The numerical output that follows lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
IDEAL CONDUCTOR
frozen test: z = 10, s = 0.7, rho = 1.1 bohr
  image energy      -1.233725e-04 Hartree
  work integral     -1.233725e-04 Hartree
<r^2> = 3.000000 bohr^2, <s^2> = 1.000000 bohr^2
<s^4> = 4.500000 bohr^4
C3 from normal motion   0.125000 Hartree bohr^3
C3 from parallel motion 0.125000 Hartree bohr^3
C3 total                0.250000 Hartree bohr^3
-z^3 <V> at z = 20 bohr: 0.252886 Hartree bohr^3
-z^3 <V> at z = 40 bohr: 0.250708 Hartree bohr^3
-z^3 <V> at z = 80 bohr: 0.250176 Hartree bohr^3
second-order coefficient, diagonalized at z = 20 bohr: 0.23709 Hartree bohr^6
  closed form 91/384 = 0.23698 Hartree bohr^6
polarizability 4.50000 bohr^3
EXAMPLE: H NEAR AN ALUMINIUM WALL
height 0.5 nm = 9.449 bohr
wall 300 K, kT = 25.85 meV
C3 ideal = 1.0081 meV nm^3
ideal energy -8.06 meV
|ideal energy|/kT = 0.312
ideal attraction equals kT at 0.339 nm
NEGLECTED EFFECTS (rough inputs)
bulk plasmon 15.0 eV, surface plasmon 10.61 eV
C3 metal = 0.1146 Hartree bohr^3 = 0.4623 meV nm^3
  ratio to ideal 0.459, energy -3.70 meV
oxide: eps 3.0, oscillator 13.0 eV, image strength 0.500
  oxide surface mode 18.38 eV
C3 oxide = 0.0739 Hartree bohr^3 = 0.2982 meV nm^3
  ratio to ideal 0.296, energy -2.39 meV
at 0.500 nm: next multipole 5.04 %, second order 0.112 %
  contact repulsion 0.33 meV
at 0.339 nm: next multipole 10.96 %, second order 0.360 %
  contact repulsion 10.16 meV
repulsion inputs: work function 4.3 eV, density 180 nm^-3, a = 3.0 bohr
mean excitation 12.09 eV, light-delay phase 0.061 rad
image plane 0.05 nm closer: energy times 1.372
electron probability behind the plane 3.24e-08
\end{verbatim}
